Image energy of a charge near a grounded or neutral metal sphere

**1. A small sphere far from the charge**

Put a point charge q in vacuum at a distance d from the centre of a metal sphere whose radius R is much smaller than d. Write k = 1/(4πε₀). Over so small a sphere the potential of q is nearly uniform and equal to kq/d.

Suppose first that the sphere is grounded, so that its potential must be zero. A charge Q on the sphere adds the potential kQ/R, and therefore

kq/d + kQ/R = 0, so Q = −qR/d.

The sphere has drawn a charge of opposite sign from the ground. The force on q, counted positive when it is repulsive, is

F = kqQ/d² = −kq²R/d³.

The energy U(d) is the work an outside agent does to bring q slowly from infinity. The agent balances the force F, so

U(d) = −∫_∞^d F dr = ∫_d^∞ F dr = −kq²R ∫_d^∞ dr/r³ = −kq²R/(2d²).

This is the inverse-square law. One factor 1/d comes from the size of the drawn charge, the other from the potential of that charge back at q.

Now cut the ground wire while q is still at infinity and the sphere is neutral. No charge can arrive, Q stays zero, and the term just found is absent. What remains comes from the small variation of the potential across the sphere, which separates charge within it. The sphere becomes a dipole, and the energy of attraction is smaller than in the grounded case by the factor R²/d². The following sections show this for any d > R, and so give the size of the corrections as well.

**2. Assumptions and conventions**

The sphere is a perfect conductor, alone in vacuum, and q is a fixed point charge moved slowly enough for electrostatics to hold. The distance d is measured from the centre; the gap to the surface is s = d − R. The potential is zero at infinity, and U(∞) = 0. "Grounded" means that the sphere is held at the potential of infinity by a reservoir. "Isolated and neutral" means that its net charge is zero and stays zero.

The axis from the centre towards q is the z axis, and θ is the angle from it.

**3. The grounded sphere**

Outside the sphere we need a potential that has q as its source, vanishes at infinity and vanishes on the surface. Try a second charge q′ inside the sphere, on the axis at z = R²/d. A surface point at angle θ lies at a distance s₁ from q and s₂ from q′, where

s₁² = R² + d² − 2Rd cos θ,

s₂² = R² + R⁴/d² − 2(R³/d) cos θ = (R²/d²)(d² + R² − 2Rd cos θ).

The last bracket is s₁², so s₂ = (R/d)s₁ for every θ. The surface potential is

kq/s₁ + kq′/s₂ = (k/s₁)(q + q′d/R),

and it vanishes over the whole surface if

q′ = −qR/d.  (1)

This is the only solution. The difference between two solutions has no source outside the sphere and is zero on the surface and at infinity. A source-free potential has no maximum or minimum inside its region, so the difference is zero everywhere. By Gauss's law, applied to a surface just outside the metal, the real charge on the sphere equals q′. The estimate Q = −qR/d of section 1 therefore holds at any distance.

The distance from q to the image is d − R²/d = (d² − R²)/d. Coulomb's law gives

F_g = kqq′d²/(d² − R²)² = −kq²Rd/(d² − R²)².  (2)

The image changes in size and position as q moves, so the work must be found by integrating this force:

U_g(d) = −kq²R ∫_d^∞ r dr/(r² − R²)².

With w = r² − R² and dw = 2r dr, the integral becomes ½∫dw/w² from w = d² − R² to infinity, which is 1/[2(d² − R²)]. Hence

U_g = −kq²R/[2(d² − R²)].  (3)

The reservoir supplies charge during the motion but does no work, because it moves that charge between places at the same potential, zero.

The factor ½ can be traced. The potential of the induced charge at q is

kq′/(d − R²/d) = −kqR/(d² − R²),

and q times this is 2U_g. That product would be the work against an image already present at full strength. Here the induced charge is built up by the approach of q itself.

**4. The isolated neutral sphere**

The image (1) makes the surface an equipotential but leaves the net charge −qR/d on the sphere. Add the opposite charge, +qR/d, at the centre. It restores zero net charge, and its potential is the same at all points of the surface. The sphere is now at the potential

k(qR/d)/R = kq/d.  (4)

Uniqueness needs a slightly different argument, since the surface potential was not given in advance. The difference between two solutions is some constant c on the surface and has no outside source, so it must be cR/r. That potential belongs to a net charge cR/k. Both solutions have zero net charge, so c = 0.

The central charge repels q, and the force becomes

F_n = F_g + kq²R/d³.  (5)

The extra term contributes kq²R∫_d^∞ dr/r³ = kq²R/(2d²) to the energy. Thus

U_n = −(kq²R/2)[1/(d² − R²) − 1/d²].

The bracket is [d² − (d² − R²)]/[d²(d² − R²)] = R²/[d²(d² − R²)], so

U_n = −kq²R³/[2d²(d² − R²)].  (6)

For numerical work at large d, (6) is better than the difference from which it came, because two nearly equal terms have already been subtracted. The same holds for the force. Putting (5) over a common denominator gives the numerator d⁴ − (d² − R²)² = R²(2d² − R²), and so

F_n = −kq²R³(2d² − R²)/[d³(d² − R²)²].  (7)

**5. The far limit and its error**

For d much larger than R, d² − R² may be replaced by d²:

U_g → −kq²R/(2d²),  U_n → −kq²R³/(2d⁴).  (8)

These are the two laws. The corresponding forces, from (2) and (7), are −kq²R/d³ and −2kq²R³/d⁵.

Equations (3) and (6) also give the ratio at any distance, U_n/U_g = R²/d². In both cases the exact energy is the far form times 1/(1 − R²/d²). The far form is therefore too small in size by the fraction R²/d² of the exact energy. This is 4 % at d = 5R and 1 % at d = 10R.

If an exponent is read from the slope of a log-log plot, it will not yet be 2 or 4 at moderate distance. Differentiating the logarithm of (3) gives

−d ln|U_g|/d ln d = 2d²/(d² − R²),  (9)

and the extra factor R²/d² in U_n adds 2. At d = 5R the exponents are 2.083 and 4.083; at d = 50R they are 2.0008 and 4.0008.

**6. The dipole and the cost of neutrality**

The dipole moment of the neutral sphere comes from the image at z = R²/d, since the compensating charge sits at z = 0:

p = q′R²/d = −qR³/d².  (10)

The field of q at the centre of the sphere is E = −kq/d² along z. Thus p = (R³/k)E = αE, with the polarizability α = 4πε₀R³. Inserting this in the energy of an induced dipole gives

−½αE² = −½(R³/k)(k²q²/d⁴) = −kq²R³/(2d⁴),

which is the far form of U_n. The field supplies two factors 1/d², hence the fourth power.

The two cases can be joined by letting the isolated sphere carry any fixed net charge Q. Relative to the neutral sphere with q present, the charge Q costs its own charging energy kQ²/(2R) plus Q times the potential (4):

W(Q) = U_n + kQ²/(2R) + kqQ/d.  (11)

A ground contact at zero potential lets Q adjust until W is lowest. Setting dW/dQ = kQ/R + kq/d to zero gives Q = −qR/d again, and the value at the minimum is

W = U_n + kq²R/(2d²) − kq²R/d² = U_n − kq²R/(2d²) = U_g.

The inverse-square term is thus the energy gained by letting charge flow. It equals Q²/(2C), where C = R/k = 4πε₀R is the capacitance of the sphere.

**7. Close to the surface**

With d = R + s, the denominator in (3) becomes d² − R² = s(2R + s). This product should be used in code when s is small, to avoid subtracting nearly equal squares. For s much smaller than R,

U_g → −kq²R/(4Rs) = −kq²/(4s),

which is the energy of a charge at a distance s from a grounded plane. The neutral energy differs from U_g by kq²R/(2d²), which stays below kq²/(2R), while U_g itself grows without limit as s shrinks. To leading order the two spheres then attract alike. Whether the sphere is grounded matters most, in relative terms, when the charge is far away.

**8. The same result without images**

A second derivation uses the expansion of the potential in Legendre polynomials P_l. For r < d, the potential of q is

kq Σ (r^l/d^(l+1)) P_l(cos θ), with l = 0, 1, 2, …

Outside the sphere, the induced charge gives terms B_l r^(−l−1) P_l(cos θ). On a grounded surface each total coefficient must vanish at r = R, so

B_l = −kqR^(2l+1)/d^(l+1).

The electrostatic energy is half the sum of charge times potential, with the self-energy of q left out. The sphere contributes ½QV, which is zero when it is grounded (V = 0) and also when it is neutral (Q = 0). What is left is half of q times the induced potential at r = d, θ = 0:

U = −½kq² Σ R^(2l+1)/d^(2l+2).  (12)

For the grounded sphere the sum starts at l = 0. It is a geometric series with first term R/d² and ratio R²/d², and its value R/(d² − R²) reproduces (3).

For the neutral sphere B₀ must be zero, because B₀/r is the potential of a net charge. The l = 0 part of the outside potential then survives on the surface as the constant kq/d, in agreement with (4). The sum starts at l = 1, with first term R³/d⁴, and reproduces (6). The two power laws are the first surviving terms of one series.

**9. A sphere that is not quite at zero potential**

Let the reservoir hold the sphere at a fixed potential V instead of zero. By superposition, the sphere carries an extra charge VR/k, spread uniformly, which acts on q as if it were at the centre. The extra force is qVR/d², and the work done in bringing q up against it is

U_V = qVR/d.  (13)

This falls more slowly than either image energy. Its size relative to the far form of U_g is

|U_V/U_g| = 2|V|d/(k|q|),

which grows with distance. For any V other than zero the inverse-square law fails at large enough d. It needs both d ≫ R and |V| ≪ k|q|/(2d).

An isolated sphere with a net charge Q fails in the same way: the last term of (11), kqQ/d, overtakes the inverse fourth power.

**10. An ion near a metal nanoparticle**

Take a singly charged positive ion held at d = 50 nm from the centre of a metal sphere with R = 10 nm, in vacuum. In convenient units ke² = 1.440 eV nm. The image charge is −(10/50)e = −0.20e, at 100/50 = 2.0 nm from the centre. The energies are

U_g = −1.440 × 10/[2 × (2500 − 100)] eV = −3.00 meV,

U_n = U_g × (10/50)² = −0.120 meV.

Direct integration of the image force and numerical solution of the boundary problem by Legendre expansion both give −2.99993 meV for the grounded sphere and −0.12000 meV for the neutral one. The far forms (8) give −2.88 and −0.115 meV, short by the expected 4 %.

The forces are −0.125 meV/nm for the grounded sphere and −0.0098 meV/nm for the neutral one. Their ratio is 0.078, about twice the energy ratio 0.040, because the steeper law has the larger slope for a given energy.

With R held at 10 nm, the distance dependence is:

50 nm: grounded −3.00 meV, neutral −0.120 meV
100 nm: grounded −0.727 meV, neutral −0.00727 meV
200 nm: grounded −0.180 meV, neutral −0.00045 meV

The first doubling reduces the energies by factors of 4.13 and 16.5, the second by 4.03 and 16.1. The limits are 4 and 16. From (3), the grounded factor is (4d² − R²)/(d² − R²), which is 9900/2400 = 4.125 for the first doubling; the neutral factor is four times as large.

**11. What a real particle changes**

A radius of 10 nm lies in the usual range of metal nanoparticles, and an ion approaching a free particle is a real case of the isolated geometry. The grounded geometry is harder to realize, since it asks for a perfect ground contact that does not itself disturb the field. The effects below are estimated for the same R and d.

*Contact potential.* Different metals in contact commonly have surface potentials that differ by some tenths of a volt, as a rough size. An offset of only 0.10 V gives, from (13), 0.10 × 10/50 eV = 20 meV, nearly seven times the grounded image energy. The offset must be well below 15 mV for the image term to dominate at 50 nm. This is the assumption whose failure moves the grounded result most among the effects estimated here.

*The ground electrode.* If the particle rests on a wide grounded plate on the side away from the ion, the plate is 60 nm from the ion. Alone it would give −1.440/(4 × 60) eV = −6.0 meV, twice the sphere's value. This estimate leaves out the coupling between plate and sphere, so it shows the size of the problem and is not a correction to be added. A thin wire disturbs the field less but does not remove the problem. A long wire of radius a takes up induced charge over a length of order d, and its energy falls roughly as 1/(d ln(d/a)), more slowly than R/d². A wire of radius 0.5 nm and length 5 µm on the far side adds about a tenth to U_g at 50 nm and nearly doubles it at 200 nm. With a real ground connection the inverse-square law can therefore hold only over a limited range of d.

*Whole electrons.* The induced charge −0.20e is possible because charge in a good metallic contact is not confined to the particle in whole electrons. Through a weak tunnel junction, the particle gains or loses whole electrons. If the contact adds little capacitance, (11) shows that adding one electron costs 72.0 meV of charging energy and gains 28.8 meV from the ion, a net cost of 43.2 meV. With no offset, and at temperatures where kT is about a tenth of this or less, such a particle is almost always neutral and follows the inverse fourth power over a range of distances in spite of its connection. Rare changes of its charge still add an inverse-square term, which wins at large enough distance. The condition on temperature is strict because U_n is so small. A Boltzmann average of (11) over whole-electron charges at 50 nm gives an attraction larger than (6) by 0.2 % at 50 K, by 8 % at 77 K and by about 44 % at 100 K, although at 100 K the particle is still neutral 99 % of the time. At 300 K, where kT = 25.9 meV, the charge fluctuates often, and neither (3) nor (6) gives the right size of the attraction.

*Thermal energy.* Both image energies are well below kT at 300 K. The Boltzmann factor exp(|U|/kT) at 50 nm is about 1.12 for the grounded sphere and 1.005 for the neutral one. Neither attraction can hold an ion at this distance at room temperature.

*Screening depth.* The induced charge does not lie exactly on a mathematical surface. In linear Thomas-Fermi theory with a sharp metal edge, the potential at depth x below a nearly flat surface falls as exp(−x/λ). Its slope at the surface is such that the outside potential, extended inwards as a straight line, reaches zero at depth λ. For λ ≪ R the sphere therefore acts as one of radius R − λ. The far energies are proportional to R and R³, so they lose the fractions λ/R and 3λ/R. For a rough electron density of 10²³ cm⁻³, λ = 0.054 nm, and the losses of the far forms are 0.5 % and 1.6 %; at d = 50 nm the higher multipoles raise the first to 0.6 %. This model ignores the spilling of electrons beyond the surface. In a simple metal the spilling places the induced charge slightly outside the edge of the positive background. If R is measured to that edge, the real correction is of similar size but is a gain, not a loss.

*Tunnelling.* For a square barrier of 4.5 eV, a rough value, across the 40 nm gap, the tunnelling probability contains the factor exp(−869). Direct charge transfer between particle and ion can be ignored here.

For a metal particle inside a semiconductor, the derivation carries over with ε₀ replaced by the permittivity ε of the host if the host is a uniform, linear insulator filling all the space outside. Both image energies then shrink by ε/ε₀, while the offset energy (13), which does not contain k, is unchanged at fixed V. The offset becomes still more important. In a doped semiconductor, mobile carriers and the space charge of a depletion layer act as further sources outside the metal, and neither power law can be assumed.

The full set of values is in the numerical output that follows.

Values computed for the example and the checks

```
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Sphere radius R: 10.0 nm
Distance d from centre: 50.0 nm
Gap d - R: 40.0 nm
Image position R^2/d: 2.00 nm
Induced net charge, grounded: -0.2000 e
Induced net charge, neutral: 0.0000 e
Induced dipole, neutral: -0.4000 e nm
Potential of neutral sphere: 28.80 mV
Force, grounded: -0.12500 meV/nm
Energy by work integral, grounded: -2.99993 meV
Energy without images, grounded: -2.99993 meV
Leading far term, grounded: -2.87993 meV
Exact/leading, grounded: 1.04167
Local exponent at d, grounded: 2.0833
Local exponent at 500 nm, grounded: 2.0008
Force, neutral: -0.00980 meV/nm
Energy by work integral, neutral: -0.12000 meV
Energy without images, neutral: -0.12000 meV
Leading far term, neutral: -0.11520 meV
Exact/leading, neutral: 1.04167
Local exponent at d, neutral: 4.0833
Local exponent at 500 nm, neutral: 4.0008
Energy ratio neutral/grounded at d: 0.04000
Energy difference neutral - grounded: 2.8799 meV
At 50 nm: grounded -2.99993 meV, neutral -0.1199970 meV
At 100 nm: grounded -0.72725 meV, neutral -0.0072725 meV
At 200 nm: grounded -0.18045 meV, neutral -0.0004511 meV
Thermal energy at 300 K: 25.85 meV
Assumed contact-potential offset: 0.10 V
Energy from that offset: 20.00 meV
Offset equal in effect to grounded image energy: 15.00 mV
Bare grounded plate at 60 nm from ion: -6.00 meV
Charging energy for one electron: 72.00 meV
Assumed electron density: 1.0e+23 cm^-3
Thomas-Fermi screening length: 0.0538 nm
Screening loss of net-charge response: 0.54 %
Screening loss of dipole response: 1.61 %
Assumed tunnel barrier: 4.5 eV
Tunnelling exponent across the gap: 869 (no unit)
```
